# Firsov's inelastic energy loss in a slow atomic collision: a program that tests the result

```python
# Firsov's inelastic loss in a slow collision of two atoms (atomic units).
# Result under test, for straight-line motion at relative speed u:
#   loss(b) = 8 pi u * integral_0^inf q^2 j(sqrt(q^2 + b^2/4)) dq
#   j(r) = phi(r)^2/(4 pi^2), phi(r) = (Z/r) chi(r/a), Z = Z1 + Z2
# b: impact parameter; j: one-way electron flux density through the midplane;
# phi: Thomas-Fermi potential; chi: neutral Thomas-Fermi function; a: its length.
# Closed fit: loss = 0.35 Z^(5/3) u / (1 + 0.16 Z^(1/3) b)^5.
# The drag rule behind it (mean drift momentum per crossing) is tested as well.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

pi = np.pi


def log_integral(f, lo=1e-7, hi=1e5, n=481):
    """Integral of f over (lo, hi) by the trapezoid rule in ln(y)."""
    y = np.geomspace(lo, hi, n)
    return trapezoid(f(y) * y, np.log(y), axis=-1)


# ---- Thomas-Fermi function: inward integration from the tail, then scaling
# If chi(x) solves the equation, so does k^3 chi(k x); k sets chi(0) = 1.
x_start, eps = 1e6, 1e-4
sigma = (np.sqrt(73) - 7) / 2
start = [144 / x_start**3 * (1 - eps),
         144 / x_start**4 * (-3 + (3 + sigma) * eps)]
raw = solve_ivp(lambda s, y: [2 * s * y[1], 2 * y[0]**1.5],
                (np.sqrt(x_start), 0.0), start, method="DOP853",
                rtol=1e-11, atol=1e-40, dense_output=True)
assert raw.success
k = raw.y[0, -1]**(-1 / 3)
slope0 = k**4 * raw.y[1, -1]


def chi(x):
    x = np.asarray(x, dtype=float)
    return (k**3 * raw.sol(np.sqrt(k * x.ravel()))[0]).reshape(x.shape)


a_unit = (9 * pi**2 / 128)**(1 / 3)


def potential(Z, r):
    return Z / r * chi(r * Z**(1 / 3) / a_unit)


def density(Z, r):
    return (2 * potential(Z, r))**1.5 / (3 * pi**2)


def flux_from_density(n):
    return 3 / 16 * n * (3 * pi**2 * n)**(1 / 3)


def flux_tf(Z):
    return lambda r: potential(Z, r)**2 / (4 * pi**2)


def loss(b, j):
    """Energy loss divided by u, from the reduced single integral."""
    b = np.asarray(b, dtype=float)[..., None]
    return log_integral(lambda q: 8 * pi * q**2 * j(np.sqrt(q**2 + b**2 / 4)))


def cross_section(j):
    """Stopping cross-section divided by u."""
    return 64 * pi**2 / 3 * log_integral(lambda r: r**4 * j(r))


Z1, Z2 = 15, 14
Z = Z1 + Z2
j_atoms = flux_tf(Z)

# Electron count tests density, length a and chi together
count = log_integral(lambda r: 4 * pi * r**2 * density(Z, r))
assert abs(count / Z - 1) < 1e-4
virial = log_integral(lambda x: chi(x)**2.5 / np.sqrt(x), lo=1e-12, n=901)
assert abs(virial / (-5 * slope0 / 7) - 1) < 1e-4

# ---- Flux and drag from sampled Fermi spheres (v_F = 1, m = 1, n = 1)
rng = np.random.default_rng(7)
w = rng.normal(size=(400000, 3))
w *= (rng.random(400000)**(1 / 3) / np.linalg.norm(w, axis=1))[:, None]
one_way = np.maximum(w[:, 2], 0).mean()
phi_test = 1.7
n_test = (2 * phi_test)**1.5 / (3 * pi**2)
flux_sampled = n_test * np.sqrt(2 * phi_test) * one_way
assert abs(flux_sampled / (phi_test**2 / (4 * pi**2)) - 1) < 0.01


def momentum_current(U):
    """Momentum carried along +z; the two atoms drift at +U/2 and -U/2."""
    va, vb = w + U / 2, w - U / 2
    return ((np.maximum(va[:, 2], 0)[:, None] * va).mean(axis=0)
            + (np.minimum(vb[:, 2], 0)[:, None] * vb).mean(axis=0))


def drag_factor(axis, U=0.1):
    vec = np.zeros(3)
    vec[axis] = U
    odd = (momentum_current(vec) - momentum_current(-vec)) / 2
    return odd[axis] / (U * 3 / 16)


drag_along, drag_normal = drag_factor(0), drag_factor(2)
assert abs(drag_along - 1) < 0.015
assert abs(drag_normal - 2) < 0.03

# ---- Direct plane integral, tabulated, then direct path integral
R_table = np.geomspace(1e-7, 1.5e5, 481)
rate_table = log_integral(
    lambda rho: 2 * pi * rho * j_atoms(np.sqrt(rho**2 + R_table[:, None]**2 / 4)))
rate_spline = CubicSpline(np.log(R_table), np.log(rate_table))


def path_loss(b, normal_extra=0.0):
    b = np.asarray(b, dtype=float)[..., None]

    def integrand(x):
        R = np.sqrt(b**2 + x**2)
        return 2 * np.exp(rate_spline(np.log(R))) * (1 + normal_extra * x**2 / R**2)
    return log_integral(integrand)


for b_test in (0.3, 2.0, 6.0):
    assert abs(path_loss(b_test) / loss(b_test, j_atoms) - 1) < 5e-4

S_path = log_integral(lambda b: 2 * pi * b * path_loss(b))
S_window = log_integral(lambda b: 2 * pi * b * path_loss(b, 1.0))
J0 = log_integral(lambda x: chi(x)**2)
J2 = log_integral(lambda x: x**2 * chi(x)**2)
S_closed = 3 * pi**2 / 8 * Z * J2
assert abs(S_path / S_closed - 1) < 1e-3
assert abs(cross_section(j_atoms) / S_closed - 1) < 1e-3
assert abs(S_window / S_path - 4 / 3) < 2e-3

# ---- Limits, scaling with Z, and the closed fit
head_coeff = 2 / pi * a_unit * J0
assert abs(path_loss(1e-5) / (head_coeff * Z**(5 / 3)) - 1) < 1e-3
assert abs(head_coeff - 0.35) < 0.005
tail_coeff = 6561 * pi**4 / 32
b_far = 2e4
tail_ratio = loss(b_far, j_atoms) * b_far**5 / tail_coeff
assert abs(tail_ratio - 1) < 0.015  # remaining tail correction is about 1 %
fit_constant = np.sqrt(2 * pi * head_coeff / (12 * S_closed / Z))
assert abs(fit_constant - 0.16) < 0.006


def firsov_fit(b):
    return 0.35 * Z**(5 / 3) / (1 + 0.16 * Z**(1 / 3) * b)**5


B = np.linspace(0, 10, 41)
fit_ratio = firsov_fit(B / Z**(1 / 3)) / loss(B / Z**(1 / 3), j_atoms)
assert np.all(np.abs(fit_ratio - 1) < 0.35)
B20 = 20 / Z**(1 / 3)
fit_ratio20 = firsov_fit(B20) / loss(B20, j_atoms)
S_fit = log_integral(lambda b: 2 * pi * b * firsov_fit(b))
assert abs(S_fit / S_closed - 1) < 0.15


# ---- Closure: superposed Thomas-Fermi densities of the separate atoms
def flux_superposed(r):
    return flux_from_density(density(Z1, r) + density(Z2, r))


super_head = loss(0.0, flux_superposed) / loss(0.0, j_atoms)
super_S = cross_section(flux_superposed) / S_closed
assert abs(super_head / 2**(-1 / 3) - 1) < 0.01
assert abs(super_S / 2**(1 / 3) - 1) < 0.01


# ---- Hartree-Fock free atoms, spherically averaged, same crossing model
def hf_density(symbol, spin):
    mol = gto.M(atom=symbol + " 0 0 0", basis="def2-tzvp", spin=spin, verbose=0)
    dm = np.asarray(scf.hf.init_guess_by_atom(mol))
    if dm.ndim == 3:
        dm = dm.sum(axis=0)

    def n(r):
        r = np.asarray(r, dtype=float)
        xyz = np.zeros((r.size, 3))
        xyz[:, 2] = r.ravel()
        ao = mol.eval_gto("GTOval", xyz)
        return np.maximum(np.sum((ao @ dm) * ao, axis=1), 0).reshape(r.shape)
    return n


n_P, n_Si = hf_density("P", 3), hf_density("Si", 2)
for n_atom, charge in ((n_P, Z1), (n_Si, Z2)):
    electrons = log_integral(lambda r: 4 * pi * r**2 * n_atom(r))
    assert abs(electrons - charge) < 0.01


def flux_hf(r):
    return flux_from_density(n_P(r) + n_Si(r))


# ---- Worked example: 50 keV phosphorus in silicon (rough typical values)
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9
v_atomic = const.fine_structure * const.c
energy_eV, mass_P, mass_Si, atoms_nm3, gap_eV = 50e3, 31.0, 28.0, 50.0, 1.1
speed = np.sqrt(2 * energy_eV * const.e / (mass_P * const.atomic_mass))
u = speed / v_atomic
to_stopping = u * hartree * bohr**2 * atoms_nm3
S_eVnm2 = S_closed * u * hartree * bohr**2


def share_beyond(b):
    return log_integral(lambda y: 2 * pi * y * loss(y, j_atoms), lo=b) / S_closed


r_slow = brentq(lambda r: float(potential(Z, r)) - u**2 / 2, 0.1, 100)
share_slow = (64 * pi**2 / 3 * log_integral(lambda r: r**4 * j_atoms(r), lo=r_slow)
              / S_closed)
b_cell = atoms_nm3**(-1 / 3) / np.sqrt(pi) / bohr
b_gap = brentq(lambda b: float(loss(b, j_atoms)) * u * hartree - gap_eV, 0.1, 100)
energy_cm = energy_eV * mass_Si / (mass_P + mass_Si)
b_bare = Z1 * Z2 / (energy_cm / hartree)
R_plane = 0.1 / bohr
plane = minimize_scalar(
    lambda z: float(potential(Z1, z) + potential(Z2, R_plane - z)),
    bounds=(0.2 * R_plane, 0.8 * R_plane), method="bounded")
plane_shift = 100 * (plane.x / R_plane - 0.5)
head_eV = float(loss(0.0, j_atoms)) * u * hartree

print(f"Thomas-Fermi initial slope chi'(0): {slope0:.5f}")
print(f"Thomas-Fermi length a*Z^(1/3): {a_unit:.4f} bohr")
print(f"integral of chi^2: {J0:.4f}")
print(f"integral of x^2 chi^2: {J2:.4f}")
print(f"head-on coefficient, loss/(Z^(5/3) u): {head_coeff:.4f} a.u.")
print(f"far coefficient, loss*b^5/u: {tail_coeff:.0f} a.u.")
print(f"cross-section coefficient, S/(Z u): {S_closed / Z:.3f} a.u.")
print(f"fit constant that keeps head-on loss and S: {fit_constant:.4f} per bohr")
print(f"fit/integral for Z^(1/3)b = 0..10 bohr, lowest: {fit_ratio.min():.3f}")
print(f"fit/integral for Z^(1/3)b = 0..10 bohr, highest: {fit_ratio.max():.3f}")
print(f"fit/integral at Z^(1/3)b = 20 bohr: {float(fit_ratio20):.3f}")
print(f"fit/integral for cross-section S: {S_fit / S_closed:.3f}")
print(f"sampled drag factor along the plane: {drag_along:.3f}")
print(f"sampled drag factor normal to the plane: {drag_normal:.3f}")
print(f"S with kinetic drag / S with Firsov's rule: {S_window / S_path:.4f}")
print(f"superposed TF atoms / Firsov closure, head-on: {float(super_head):.3f}")
print(f"superposed TF atoms / Firsov closure, S: {super_S:.3f}")
print(f"example: Z1 = {Z1}, Z2 = {Z2}, ion energy {energy_eV / 1e3:.0f} keV")
print(f"masses: P {mass_P:.0f} u, Si {mass_Si:.0f} u")
print(f"atom density: {atoms_nm3:.0f} per nm^3")
print(f"ion speed: {speed:.3e} m/s")
print(f"ion speed: {u:.4f} a.u.")
print(f"Thomas-Fermi length a for Z = {Z}: {a_unit * Z**(-1 / 3) * bohr:.5f} nm")
for b_nm in (0.0, 0.05, 0.10, 0.15):
    b = b_nm / bohr
    vals = [float(v) * u * hartree for v in
            (loss(b, j_atoms), firsov_fit(b), path_loss(b, 1.0), loss(b, flux_hf))]
    print(f"b={b_nm:.2f} nm, loss in eV: integral {vals[0]:.2f}, fit {vals[1]:.2f}, "
          f"kinetic drag {vals[2]:.2f}, HF atoms {vals[3]:.2f}")
print(f"stopping cross-section, integral: {S_eVnm2:.3f} eV nm^2")
print(f"stopping power, integral: {S_closed * to_stopping:.1f} eV/nm")
print(f"stopping power, closed fit: {S_fit * to_stopping:.1f} eV/nm")
print(f"stopping power, kinetic drag: {S_window * to_stopping:.1f} eV/nm")
print(f"stopping power, superposed TF: {super_S * S_closed * to_stopping:.1f} eV/nm")
print(f"stopping power, HF atoms: {cross_section(flux_hf) * to_stopping:.1f} eV/nm")
print(f"radius where v_F falls to u: {r_slow * bohr:.3f} nm")
print(f"share of S from beyond that radius: {100 * share_slow:.1f} %")
print(f"radius of one atom's share of area: {b_cell * bohr:.3f} nm")
print(f"share of S from b beyond it: {100 * share_beyond(b_cell):.1f} %")
print(f"b where loss equals rough gap of {gap_eV:.1f} eV: {b_gap * bohr:.3f} nm")
print(f"share of S from b beyond it: {100 * share_beyond(b_gap):.1f} %")
print(f"centre-of-mass energy: {energy_cm / 1e3:.2f} keV")
print(f"bare Coulomb head-on distance: {b_bare * bohr:.4f} nm")
print(f"share of S from b below it: {100 * (1 - share_beyond(b_bare)):.1f} %")
print(f"head-on loss / ion energy: {100 * head_eV / energy_eV:.2f} %")
print(f"potential minimum off midplane at R=0.1 nm, toward Si: {plane_shift:.2f} % of R")
print("all tests passed")
```

Output:

```
Thomas-Fermi initial slope chi'(0): -1.58807
Thomas-Fermi length a*Z^(1/3): 0.8853 bohr
integral of chi^2: 0.6154
integral of x^2 chi^2: 1.8490
head-on coefficient, loss/(Z^(5/3) u): 0.3469 a.u.
far coefficient, loss*b^5/u: 19972 a.u.
cross-section coefficient, S/(Z u): 6.843 a.u.
fit constant that keeps head-on loss and S: 0.1629 per bohr
fit/integral for Z^(1/3)b = 0..10 bohr, lowest: 0.898
fit/integral for Z^(1/3)b = 0..10 bohr, highest: 1.281
fit/integral at Z^(1/3)b = 20 bohr: 0.640
fit/integral for cross-section S: 1.046
sampled drag factor along the plane: 1.002
sampled drag factor normal to the plane: 2.008
S with kinetic drag / S with Firsov's rule: 1.3333
superposed TF atoms / Firsov closure, head-on: 0.794
superposed TF atoms / Firsov closure, S: 1.260
example: Z1 = 15, Z2 = 14, ion energy 50 keV
masses: P 31 u, Si 28 u
atom density: 50 per nm^3
ion speed: 5.579e+05 m/s
ion speed: 0.2550 a.u.
Thomas-Fermi length a for Z = 29: 0.01525 nm
b=0.00 nm, loss in eV: integral 658.90, fit 664.83, kinetic drag 1317.79, HF atoms 537.10
b=0.05 nm, loss in eV: integral 78.71, fit 98.70, kinetic drag 107.01, HF atoms 80.48
b=0.10 nm, loss in eV: integral 22.71, fit 24.90, kinetic drag 29.42, HF atoms 24.02
b=0.15 nm, loss in eV: integral 8.90, fit 8.47, kinetic drag 11.27, HF atoms 14.62
stopping cross-section, integral: 3.856 eV nm^2
stopping power, integral: 192.8 eV/nm
stopping power, closed fit: 201.7 eV/nm
stopping power, kinetic drag: 257.1 eV/nm
stopping power, superposed TF: 242.9 eV/nm
stopping power, HF atoms: 226.6 eV/nm
radius where v_F falls to u: 0.295 nm
share of S from beyond that radius: 8.4 %
radius of one atom's share of area: 0.153 nm
share of S from b beyond it: 28.6 %
b where loss equals rough gap of 1.1 eV: 0.312 nm
share of S from b beyond it: 10.8 %
centre-of-mass energy: 23.73 keV
bare Coulomb head-on distance: 0.0127 nm
share of S from b below it: 5.2 %
head-on loss / ion energy: 1.32 %
potential minimum off midplane at R=0.1 nm, toward Si: 0.43 % of R
all tests passed
```
